# Local-field factors for charge and spin response of the electron gas: a numerical check

```python
# Local-field factors of the paramagnetic uniform electron gas (Hartree units).
# Result under test, with v the bare interaction, chi0 the spin-summed Lindhard function,
# f_ss' = d v_xc,s / d n_s' = -v G_ss', G+- = (G_uu +- G_ud)/2, f+- = -v G+-:
#   chi_nn = chi0/(1 - v(1-G+)chi0),  chi_mm = chi0/(1 + v G- chi0),  chi_nm = 0,
# for a potential dV + s*b on spin s=+-1, n = n_u + n_d, m = n_u - n_d.
import numpy as np
import sympy as sp
from itertools import combinations
from scipy.optimize import root, brentq
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

def out(label, x, unit=""):
    print(f"{label} = {x:.6g} {unit}".rstrip())
def chi_charge(c0, v, Gp):
    return c0/(1 - v*(1 - Gp)*c0)
def chi_spin(c0, v, Gm):
    return c0/(1 + v*Gm*c0)
def close(a, b, tol):
    return abs(a - b) <= tol*abs(b)

# ---- symbolic solution of the coupled spin equations ----
x0, vv, Guu, Gud, Vu, Vd, nu, nd = sp.symbols("x0 v Guu Gud Vu Vd nu nd")
sol = sp.solve([nu - x0/2*(Vu + vv*(1-Guu)*nu + vv*(1-Gud)*nd),
                nd - x0/2*(Vd + vv*(1-Gud)*nu + vv*(1-Guu)*nd)], [nu, nd], dict=True)[0]
assert sp.simplify(sol[nu] + sol[nd] - chi_charge(x0, vv, (Guu+Gud)/2)*(Vu+Vd)/2) == 0
assert sp.simplify(sol[nu] - sol[nd] - chi_spin(x0, vv, (Guu-Gud)/2)*(Vu-Vd)/2) == 0

# ---- exactly diagonalised ring, 6 electrons on 5 sites, hopping t = 1 ----
L, Ns = 5, 3
vdist = [2.0, 1.0, 0.5]
vij = np.array([[vdist[min((i-j) % L, (j-i) % L)] for j in range(L)] for i in range(L)])
states = [sum(1 << a for a in c) for c in combinations(range(2*L), 2*Ns)]
index = {s: k for k, s in enumerate(states)}
occ = np.array([[(s >> a) & 1 for a in range(2*L)] for s in states], float)
def hop(a, b):
    M = np.zeros((len(states), len(states)))
    for k, s in enumerate(states):
        if (s >> b) & 1:
            s1 = s ^ (1 << b)
            if not (s1 >> a) & 1:
                p = bin(s & ((1 << b)-1)).count("1") + bin(s1 & ((1 << a)-1)).count("1")
                M[index[s1 | (1 << a)], k] = (-1)**p
    return M
T = np.zeros((len(states), len(states)))
for s in range(2):
    for i in range(L):
        h = hop(i + L*s, (i+1) % L + L*s)
        T -= h + h.T
W = np.zeros(len(states))
for a, b in combinations(range(2*L), 2):
    W += vij[a % L, b % L]*occ[:, a]*occ[:, b]
mx_ops = []
for i in range(L):
    h = hop(i, i + L)
    mx_ops.append(h + h.T)
sites = np.arange(L)
F = np.exp(-2j*np.pi*np.outer(sites, sites)/L)/np.sqrt(L)
def solve_ring(lam):
    E, U = np.linalg.eigh(T + lam*np.diag(W))
    assert E[1] - E[0] > 0.1
    return E, U
def lehmann(E, U, applied, z):
    amp = applied @ U[:, 1:]
    om = E[1:] - E[0]
    return (amp*(2*om/(z*z - om**2))) @ amp.T
def ring_chi(E, U, z):
    c = lehmann(E, U, occ.T*U[:, 0], z)
    return np.array([[F @ c[L*s:L*s+L, L*r:L*r+L] @ F.conj().T for r in range(2)] for s in range(2)])
eps_k = -2*np.cos(2*np.pi*sites/L)
fk = np.zeros(L); fk[np.argsort(eps_k)[:Ns]] = 1
def ring_chi0(iq, z):
    return 2/L*sum((fk[k]-fk[(k+iq) % L])/(z + eps_k[k] - eps_k[(k+iq) % L])
                   for k in range(L) if fk[k] != fk[(k+iq) % L])
iq = 1
cosq = np.cos(2*np.pi*iq*sites/L)
vq_ring = vij[0] @ cosq
E0, U0 = solve_ring(0.0)
E, U = solve_ring(1.0)
for z in (0.0, 1.5j, 0.7+0.4j):
    assert abs(ring_chi(E0, U0, z)[:, :, iq, iq].sum() - ring_chi0(iq, z)) < 1e-10
    c = ring_chi(E, U, z)
    assert np.abs(c*(1 - np.eye(L))).max() < 1e-10
    cq = c[:, :, iq, iq]
    assert abs(cq[0, 0]-cq[1, 1]) < 1e-10 and abs(cq[0, 1]-cq[1, 0]) < 1e-10
    assert abs(cq[0, 1]) > 1e-3
    assert abs(np.array([1, 1]) @ cq @ np.array([1, -1])) < 1e-10
    cx = F @ lehmann(E, U, np.array([m @ U[:, 0] for m in mx_ops]), z) @ F.conj().T
    assert abs(cx[iq, iq] - np.array([1, -1]) @ cq @ np.array([1, -1])) < 1e-10
for re in np.linspace(-6, 6, 13):
    for im in (0.05, 1.0, 5.0):
        cq = ring_chi(E, U, re + 1j*im)[:, :, iq, iq]
        for val in (2*(cq[0, 0]+cq[0, 1]), 2*(cq[0, 0]-cq[0, 1])):
            assert (val.real < 0) if abs(re) < 1e-9 else (val.imag*re < 0)
cq = ring_chi(E, U, 0.0)[:, :, iq, iq].real
ring_nn, ring_mm = cq.sum(), cq[0, 0]+cq[1, 1]-cq[0, 1]-cq[1, 0]
# kernel from its definition: invert perturbed exact densities to Kohn-Sham potentials
h1 = np.zeros((L, L))
for i in range(L):
    h1[i, (i+1) % L] = h1[(i+1) % L, i] = -1.0
def ks_invert(target):
    full = lambda x: np.append(x, -x.sum())
    dens = lambda x: (np.linalg.eigh(h1 + np.diag(full(x)))[1][:, :Ns]**2).sum(1)
    r = root(lambda x: (dens(x) - target)[:-1], np.zeros(L-1), options={"xtol": 1e-10})
    assert np.abs(dens(r.x) - target).max() < 1e-10
    return full(r.x)
amp_ring = 1e-3
Dn, Dv = np.zeros((2, 2)), np.zeros((2, 2))
for p in range(2):
    ext = np.zeros((2, L)); ext[p] = amp_ring*cosq
    g = np.linalg.eigh(T + np.diag(W + occ @ ext.ravel()))[1][:, 0]
    dens = (g**2 @ occ).reshape(2, L)
    for s in range(2):
        vxc = ks_invert(dens[s]) - ext[s] - vij @ dens.sum(0)
        Dn[s, p], Dv[s, p] = 2/L*cosq @ dens[s], 2/L*cosq @ vxc
f_ring = Dv @ np.linalg.inv(Dn)
Gr = -f_ring/vq_ring
Gp_r, Gm_r = (Gr[0, 0]+Gr[0, 1])/2, (Gr[0, 0]-Gr[0, 1])/2
c0r = ring_chi0(iq, 0.0)
assert close(chi_charge(c0r, vq_ring, Gp_r), ring_nn, 1e-4)
assert close(chi_spin(c0r, vq_ring, Gm_r), ring_mm, 1e-4)
assert not close(chi_charge(c0r, vq_ring, 0), ring_nn, 1e-2)
def weak_kernel(lam):
    c = ring_chi(*solve_ring(lam), 0.0)[:, :, iq, iq].real
    return np.eye(2)*2/c0r - np.linalg.inv(c) - lam*vq_ring
fa, fb = weak_kernel(0.01), weak_kernel(0.005)
pow_uu, pow_ud = np.log2(abs(fa[0, 0]/fb[0, 0])), np.log2(abs(fa[0, 1]/fb[0, 1]))
assert abs(pow_uu - 1) < 0.05 and pow_ud > 1.8
print(f"ring: sites {L}, electrons {Ns}+{Ns}, v(0,1,2) = {vdist} t, q = 2pi*{iq}/{L}")
out("ring gap", E[1]-E[0], "t"); out("ring v(q)", vq_ring, "t"); out("ring chi0", c0r, "1/t")
out("ring f_uu (inversion)", f_ring[0, 0], "t"); out("ring f_ud (inversion)", f_ring[0, 1], "t")
out("ring G+", Gp_r); out("ring G-", Gm_r)
out("ring chi_nn formula", chi_charge(c0r, vq_ring, Gp_r), "1/t"); out("ring chi_nn Lehmann", ring_nn, "1/t")
out("ring chi_mm formula", chi_spin(c0r, vq_ring, Gm_r), "1/t"); out("ring chi_mm Lehmann", ring_mm, "1/t")
out("ring coupling exponent of f_uu", pow_uu); out("ring coupling exponent of f_ud", pow_ud)

# ---- uniform gas with the local (Slater + PW92) kernel ----
LSDA, XONLY = "LDA_X,LDA_C_PW", "SLATER,"
def xc(code, a, b, deriv):
    return libxc.eval_xc(code, np.array([np.atleast_1d(a), np.atleast_1d(b)]), spin=1, deriv=deriv)
def gas(rs):
    n = 3/(4*np.pi*rs**3)
    return n, (3*np.pi**2*n)**(1/3)
def kernels(code, rs):
    n = gas(rs)[0]
    f = np.asarray(xc(code, n/2, n/2, 2)[2][0]).reshape(3)
    return f[0], f[1]
def energy(code, n, m, kinetic):
    a, b = (n+m)/2, (n-m)/2
    return kinetic*0.3*(6*np.pi**2)**(2/3)*(a**(5/3)+b**(5/3)) + n*float(xc(code, a, b, 0)[0][0])
def curvatures(code, rs, kinetic):
    n = gas(rs)[0]; h = 1e-3*n; e0 = energy(code, n, 0, kinetic)
    return ((energy(code, n+h, 0, kinetic) - 2*e0 + energy(code, n-h, 0, kinetic))/h**2,
            (energy(code, n, h, kinetic) - 2*e0 + energy(code, n, -h, kinetic))/h**2)
def lindhard(q, kF):
    x = q/(2*kF)
    return -kF/np.pi**2*(0.5 + (1-x*x)/(4*x)*np.log(abs((1+x)/(1-x))))
rs, qratio = 4.0, 0.8
n, kF = gas(rs); q = qratio*kF; v = 4*np.pi/q**2; N0 = kF/np.pi**2
c0 = lindhard(q, kF)
pv = quad(lambda k: (kF**2-k*k)/(4*np.pi), -kF, kF, weight="cauchy", wvar=-q/2)[0]
assert close(-4*pv/(2*np.pi*q), c0, 1e-8)
fuu, fud = kernels(LSDA, rs); fp, fm = (fuu+fud)/2, (fuu-fud)/2
Gp, Gm = -fp/v, -fm/v
cnn, cmm = chi_charge(c0, v, Gp), chi_spin(c0, v, Gm)
# long-wavelength limits against finite-difference energy curvatures
xn, xm = curvatures(LSDA, rs, 0); en, em = curvatures(LSDA, rs, 1)
assert close(fp, xn, 1e-5) and close(fm, xm, 1e-5)
qs = 0.01*kF; vs = 4*np.pi/qs**2; cs = lindhard(qs, kF)
assert abs(N0*(1/chi_charge(cs, vs, -fp/vs) + vs + en)) < 1e-4
assert abs(N0*(1/chi_spin(cs, vs, -fm/vs) + em)) < 1e-4
assert abs(N0*en - (1 + N0*fp)) < 1e-5 and abs(N0*em - (1 + N0*fm)) < 1e-5
for cv in curvatures(XONLY, rs, 0):
    assert close(cv, -np.pi/kF**2, 1e-5)
rs_x = np.pi*(9*np.pi/4)**(1/3)
for j in range(2):
    assert close(brentq(lambda r: curvatures(XONLY, r, 1)[j], 4, 8), rs_x, 1e-4)
rs_kappa = brentq(lambda r: 1 + gas(r)[1]/np.pi**2*sum(kernels(LSDA, r))/2, 4, 8)
assert close(brentq(lambda r: curvatures(LSDA, r, 1)[0], 4, 8), rs_kappa, 1e-4)
k7 = gas(7.0)[1]; f7 = sum(kernels(LSDA, 7.0))/2
assert curvatures(LSDA, 7.0, 1)[0] < 0
for qq in np.linspace(0.01, 0.95, 48)*k7:
    assert 1 - (4*np.pi/qq**2 + f7)*lindhard(qq, k7) > 1

# nonlinear self-consistent LSDA in a weak cos(qz) potential (uses v_xc only)
Mw, H, Nk, Nz, V0 = 4, 3, 600, 32, 1e-4
ms = np.arange(-Mw, Mw+1); kz = (np.arange(Nk)+0.5)/Nk*q/2
wk = (q/Nk)/(2*np.pi)/(2*np.pi)
Kin = 0.5*(kz[:, None] + q*ms)[:, :, None]**2*np.eye(len(ms))
hs = np.arange(1, H+1)
cosz = np.cos(2*np.pi*np.outer(hs, np.arange(Nz))/Nz)
def band_density(a):
    Vm = sum(a[h-1]/2*(np.eye(len(ms), k=h) + np.eye(len(ms), k=-h)) for h in hs)
    e, c = np.linalg.eigh(Kin + Vm)
    mu = brentq(lambda u: wk*np.clip(u-e, 0, None).sum() - n/2, 0.3*kF**2, 0.7*kF**2, xtol=1e-15)
    w = wk*np.clip(mu-e, 0, None)
    return np.array([2*np.sum(w*(c[:, h:, :]*c[:, :-h, :]).sum(1)) for h in hs])
def scf(su, sd):
    ext = np.zeros((2, H)); ext[:, 0] = su, sd
    def parts(x):
        a = x.reshape(2, H)*V0
        d = np.array([band_density(a[0]), band_density(a[1])])
        vx = np.asarray(xc(LSDA, n/2 + d[0] @ cosz, n/2 + d[1] @ cosz, 1)[1][0]).reshape(Nz, 2)
        vH = 4*np.pi/(hs*q)**2*d.sum(0)
        return d, vH, (ext + (vH + (2/Nz*cosz @ vx).T)/V0).ravel()
    r = root(lambda x: x - parts(x)[2], ext.ravel(), options={"xtol": 1e-9, "eps": 1e-8})
    d, vH, new = parts(r.x)
    assert np.abs(new - r.x).max() < 1e-6
    return d[:, 0]/V0, vH[0]/V0, r.x[0]
assert close(2*band_density(np.array([V0, 0, 0]))[0]/V0, c0, 1e-4)
dc, vHc, vsc = scf(1, 1); dsp, _, vss = scf(1, -1); du, _, _ = scf(1, 0)
eps_tc = 1 - v*c0/(1 + v*Gp*c0); el_ratio = 1/(1 - v*(1-Gp)*c0)
assert close(dc.sum(), cnn, 1e-4) and close(dsp[0]-dsp[1], cmm, 1e-4)
assert abs(dsp.sum()) < 1e-5*abs(cmm)
assert close(du[0], (cnn+cmm)/4, 1e-4) and close(du[1], (cnn-cmm)/4, 1e-4)
assert abs(1 + vHc - 1/eps_tc) < 1e-4 and close(vsc, el_ratio, 1e-4)
crpa = chi_charge(c0, v, 0)
assert not close(crpa, dc.sum(), 1e-2) and not close(c0, dsp[0]-dsp[1], 1e-2)

eV = pc["Hartree energy in eV"][0]; nm = pc["Bohr radius"][0]*1e9
uf, uc = "hartree bohr^3", "1/(hartree bohr^3)"
out("rs", rs, "bohr"); out("n", n, "1/bohr^3"); out("kF", kF, "1/bohr"); out("N0", N0, uc)
out("q/kF", qratio); out("q", q, "1/bohr"); out("v", v, uf); out("chi0", c0, uc); out("v chi0", v*c0)
out("f_uu", fuu, uf); out("f_ud", fud, uf); out("f+", fp, uf); out("f-", fm, uf)
out("exchange-only f+ = f-", -np.pi/kF**2, uf)
out("A+", -fp*kF**2/(4*np.pi)); out("A-", -fm*kF**2/(4*np.pi))
out("G_uu", -fuu/v); out("G_ud", -fud/v); out("G+", Gp); out("G-", Gm)
out("charge denominator", 1 - v*(1-Gp)*c0); out("spin denominator", 1 + v*Gm*c0)
out("SCF amplitude V0", V0, "hartree")
out("chi_nn formula", cnn, uc); out("chi_nn SCF", dc.sum(), uc); out("chi_nn RPA", crpa, uc)
out("chi_mm formula", cmm, uc); out("chi_mm SCF", dsp[0]-dsp[1], uc)
out("chi_nn", cnn/(eV*nm**3), "1/(eV nm^3)"); out("chi_mm", cmm/(eV*nm**3), "1/(eV nm^3)")
out("chi_uu formula", (cnn+cmm)/4, uc); out("chi_uu SCF", du[0], uc)
out("chi_du formula", (cnn-cmm)/4, uc); out("chi_du SCF", du[1], uc)
out("electron dVs/dV formula", el_ratio); out("electron dVs/dV SCF", vsc)
out("test-charge 1/eps formula", 1/eps_tc); out("test-charge 1/eps SCF", 1 + vHc)
out("test-charge 1/eps RPA", 1 + v*crpa)
out("kappa0/kappa", 1 + N0*fp); out("chi_s/chi_Pauli", 1/(1 + N0*fm))
out("chi_s/chi_Pauli exchange only", 1/(1 - 1/(np.pi*kF)))
out("rs of 1+N0 f = 0, exchange only", rs_x, "bohr"); out("rs of 1/kappa = 0, PW92", rs_kappa, "bohr")
print("success")
```

Running it gives:

```
ring: sites 5, electrons 3+3, v(0,1,2) = [2.0, 1.0, 0.5] t, q = 2pi*1/5
ring gap = 2.06691 t
ring v(q) = 1.80902 t
ring chi0 = -0.357771 1/t
ring f_uu (inversion) = -0.667762 t
ring f_ud (inversion) = -0.0519841 t
ring G+ = 0.198933
ring G- = 0.170197
ring chi_nn formula = -0.235614 1/t
ring chi_nn Lehmann = -0.235614 1/t
ring chi_mm formula = -0.402059 1/t
ring chi_mm Lehmann = -0.402059 1/t
ring coupling exponent of f_uu = 0.999274
ring coupling exponent of f_ud = 1.99848
rs = 4 bohr
n = 0.00373019 1/bohr^3
kF = 0.47979 1/bohr
N0 = 0.0486128 1/(hartree bohr^3)
q/kF = 0.8
q = 0.383832 1/bohr
v = 85.2959 hartree bohr^3
chi0 = -0.0459309 1/(hartree bohr^3)
v chi0 = -3.91772
f_uu = -22.8916 hartree bohr^3
f_ud = -7.72901 hartree bohr^3
f+ = -15.3103 hartree bohr^3
f- = -7.5813 hartree bohr^3
exchange-only f+ = f- = -13.6473 hartree bohr^3
A+ = 0.280463
A- = 0.138879
G_uu = 0.268379
G_ud = 0.0906141
G+ = 0.179496
G- = 0.0888823
charge denominator = 4.21451
spin denominator = 0.651784
SCF amplitude V0 = 0.0001 hartree
chi_nn formula = -0.0108983 1/(hartree bohr^3)
chi_nn SCF = -0.0108983 1/(hartree bohr^3)
chi_nn RPA = -0.00933988 1/(hartree bohr^3)
chi_mm formula = -0.0704696 1/(hartree bohr^3)
chi_mm SCF = -0.0704696 1/(hartree bohr^3)
chi_nn = -2.70274 1/(eV nm^3)
chi_mm = -17.4762 1/(eV nm^3)
chi_uu formula = -0.020342 1/(hartree bohr^3)
chi_uu SCF = -0.020342 1/(hartree bohr^3)
chi_du formula = 0.0148928 1/(hartree bohr^3)
chi_du SCF = 0.0148928 1/(hartree bohr^3)
electron dVs/dV formula = 0.237276
electron dVs/dV SCF = 0.237276
test-charge 1/eps formula = 0.0704194
test-charge 1/eps SCF = 0.0704194
test-charge 1/eps RPA = 0.203346
kappa0/kappa = 0.255722
chi_s/chi_Pauli = 1.58365
chi_s/chi_Pauli exchange only = 2.97121
rs of 1+N0 f = 0, exchange only = 6.02921 bohr
rs of 1/kappa = 0, PW92 = 5.24952 bohr
success
```
